How a Common Gap Error Shifts Transfer-Length Measurements

**The estimate**

Two metal contacts of width W lie on a thin conducting film, and current flows from one to the other across a gap. The film has sheet resistance R_sh, the resistance of a square piece of any size. In a transfer-length measurement, the resistance between contacts is recorded for several gaps and extrapolated to zero gap. What remains is the resistance of two contacts.

Suppose that every true gap is longer than its drawn value d by the same amount δ. How large is the error in the extracted contact resistance?

Let the current be uniform across the width. Strips side by side then conduct in parallel, so every resistance varies as 1/W. The error ΔR_c, multiplied by W/R_sh, is a length. Let the contacts be much longer than the transfer length L_T, the distance over which current passes from film to metal; their own length then has no effect. The drawn gaps drop out in the extrapolation, because the extra length is the same for all of them. The lengths left are δ and L_T. Hence

ΔR_c = (R_sh δ/W) f(δ/L_T),

with f a pure number.

Additivity and symmetry fix f. The film in the gap is uniform, so lengthening the gap inserts a strip of film in series and leaves the flow under the metal unchanged at a given current. Two inserted strips add their resistances, so the error is proportional to δ and f is a constant. The two contacts are also mirror images, so the fit assigns half of the extra strip to each. Thus f = 1/2 and

ΔR_c = R_sh δ/(2W).

For 300 ohm per square, δ = 0.2 µm and W = 100 µm, the inserted strip has resistance 300 × 0.2/100 = 0.6 ohm. Each contact appears 0.3 ohm too resistive. The corresponding error in length is half the excess gap, 0.1 µm.

The estimate does not say how L_T follows from the contact's properties, what happens to the contact resistivity, or when the extracted length really is the transfer length. Those questions need the current flow under the metal.

**Current flow under a contact**

Let x be the distance from the contact edge inward, and L the contact length. Take the metal as an equipotential and let V(x) be the film potential relative to it. The interface is ohmic, with specific contact resistivity ρ_c: a voltage V drives a current density V/ρ_c into the metal. For now, the film under the metal has the same sheet resistance R_sh as the film in the gap.

The current I(x) carried inward by the film obeys Ohm's law:

I = −(W/R_sh) dV/dx.

A slice of length dx loses the current W V dx/ρ_c to the metal, so

dI/dx = −W V/ρ_c.

Differentiating the first equation and inserting the second gives

−(W/R_sh) d²V/dx² = −W V/ρ_c,

d²V/dx² = V/L_T², with L_T = √(ρ_c/R_sh).

No current leaves the far end of the film under the contact, so dV/dx = 0 at x = L. The solution with this property is

V(x) = A cosh[(L − x)/L_T].

Its slope at the front edge is −(A/L_T) sinh(L/L_T), so the current entering there is

I(0) = (W A/(R_sh L_T)) sinh(L/L_T).

The contact resistance is the voltage at the front edge divided by this current:

R_c = V(0)/I(0) = (R_sh L_T/W) coth(L/L_T).

For L much greater than L_T, the hyperbolic cotangent tends to 1 and

R_c = R_sh L_T/W.

A long contact therefore has the resistance of a strip of film of length L_T. Reversing the current changes the sign of V and I together, so the second contact has the same resistance.

The finite-length correction, as a fraction of the long-contact value, is

coth(L/L_T) − 1 = 2/[exp(2L/L_T) − 1].

If the gap grows because both edges of each metal pad recede by δ/2, a pad drawn 50 µm long becomes 49.8 µm long. Even for L_T = 3 µm, the correction is then about 8 × 10⁻¹⁵. The shortening of such a pad does not matter. For a pad comparable in length with L_T it would, and the simple shift derived below would be incomplete.

**What the fit returns**

The true gap is d + δ. Two contacts and the film between them are in series:

R(d) = 2R_c + R_sh(d + δ)/W.

Collecting the terms that do not contain d gives

R(d) = (R_sh/W) d + 2[R_c + R_sh δ/(2W)].

This is a straight line in the drawn gap. A least-squares fit to noise-free data returns this line, since it leaves no residual and two different gaps suffice to determine it. The slope gives the right sheet resistance. Half the intercept gives the apparent contact resistance

R_app = R_c + R_sh δ/(2W),

in agreement with the estimate.

The apparent transfer length comes from extending the line to R = 0. Setting R(d) = 0 and multiplying by W/R_sh gives

0 = d + 2R_c W/R_sh + δ.

Since R_c W/R_sh = L_T, the crossing lies at

d = −(2L_T + δ).

The usual reading sets this equal to −2L_app, so

L_app = L_T + δ/2.

The shift δ/2 contains neither the sheet resistance nor the width. It is a displacement of the origin from which gaps are measured, shared between two contacts.

The contact resistivity is then computed as

ρ_app = R_sh L_app² = R_sh L_T² [1 + δ/(2L_T)]² = ρ_c [1 + δ/(2L_T)]².

Expanding the square gives the error relative to the true resistivity:

(ρ_app − ρ_c)/ρ_c = δ/L_T + δ²/(4L_T²).

For a small offset this is twice the relative error of the length, because the length is squared.

In the opposite limit, L_T much smaller than δ/2, the apparent length tends to δ/2 and the apparent resistance to R_sh δ/(2W). The measurement then reports the gap error and says almost nothing about the contact.

If the true gaps are smaller than drawn, δ is negative and the contact looks too good. The apparent length vanishes when L_T = |δ|/2 and is negative for still smaller L_T. Squaring a negative length would give a positive resistivity that has no meaning, so the sign of the intercept should be inspected first.

**A worked comparison**

Take ρ_c = 3 × 10⁻⁶ ohm cm². Since 1 cm² is 10⁸ µm², this is 300 ohm µm². With R_sh = 300 ohm per square,

L_T = √(300/300) = 1 µm,

R_c = 300 × 1/100 = 3 ohm.

Multiplied by the width of 0.1 mm, the contact resistance is 0.3 ohm mm. Its error of 0.3 ohm corresponds to 0.03 ohm mm.

The same structure can be solved numerically without the formula for R_c. The film is divided into cells 0.01 µm long. Neighbouring cells are joined by film resistors, and each cell under a pad is also joined to the metal by an interface resistor. Current conservation in every cell gives a set of linear equations for the potentials. With the metal edges receded as described, the solution gives these resistances:

d = 2 µm: 12.60 ohm
d = 4 µm: 18.60 ohm
d = 8 µm: 30.60 ohm
d = 12 µm: 42.60 ohm
d = 16 µm: 54.60 ohm
d = 20 µm: 66.60 ohm

The first and last values show how the extraction works. The slope is (66.60 − 12.60)/(20 − 2) = 3 ohm/µm, which gives a sheet resistance of 3 × 100 = 300 ohm per square. The intercept is 12.60 − 3 × 2 = 6.60 ohm, or 3.30 ohm per contact. The apparent transfer length is 6.60/(2 × 3) = 1.10 µm.

A least-squares line through all six points gives the same values. Plotting the same resistances against the true gaps, 2.2 to 20.2 µm, returns 3.00 ohm and 1.00 µm.

The estimate, the derivation and the numerical solution agree on the rise of 0.3 ohm. Here it is 10 % of the true contact resistance, and the length is also 10 % too large. The resistivity is too large by a factor 1.1² = 1.21, an error of 21 %.

With δ and R_sh held fixed, the relative errors depend strongly on the quality of the contact:

L_T = 0.3 µm: length 33 % high, resistivity 78 % high
L_T = 1 µm: length 10 % high, resistivity 21 % high
L_T = 3 µm: length 3.3 % high, resistivity 6.8 % high

The absolute length error is 0.1 µm in all three cases. To keep the relative length error below a chosen fraction ε, the offset must satisfy |δ| < 2εL_T. Better contacts therefore need better knowledge of the gap.

**Why a good straight line is no protection**

The offset adds the same resistance to every point. It moves the line upward without bending it, so a small fitting residual carries no information about δ. From these data alone, a contact of 3.3 ohm with correct gaps cannot be told from a contact of 3 ohm with gaps 0.2 µm too long. The remedy is to measure the finished gaps and use them in the fit.

A proportional gap error behaves differently. If each true gap is (1 + k)d, then

R(d) = 2R_c + R_sh(1 + k)d/W.

Now the intercept and the contact resistance are right, while the sheet resistance reads high by the factor 1 + k. The apparent length is L_T/(1 + k).

Independent random gap errors form a third case. Let the true gaps be d_i + δ + e_i, where the e_i have zero mean and standard deviation σ. There are n gaps, with mean drawn value D, and S is the sum of (d_i − D)². The resistances are

R_i = (R_sh/W)(d_i + 2L_app + e_i).

Define s = Σ(d_i − D)e_i/S, and let m be the mean of the e_i. The fitted slope is (R_sh/W)(1 + s). The fitted line passes through the mean point, so its intercept is

(R_sh/W)[D + 2L_app + m − (1 + s)D] = (R_sh/W)(2L_app + m − sD).

Half the ratio of intercept to slope is the fitted length. To first order in the errors,

L_fit = (2L_app + m − sD)/[2(1 + s)] ≈ L_app + [m − s(D + 2L_app)]/2.

The variance of m is σ²/n and that of s is σ²/S. Their covariance vanishes because the deviations d_i − D sum to zero. The standard deviation of the fitted length is therefore

σ_L = (σ/2) √[1/n + (D + 2L_app)²/S].

For the six gaps above, D = 10.33 µm and S = 243.3 µm². With σ = 0.05 µm and L_app = 1.1 µm,

σ_L = 0.025 × √(0.167 + 12.53²/243.3) ≈ 0.023 µm.

A simulation of 40,000 sets of random gaps gives the same scatter and a mean length of 1.10 µm. Averaging over many independent sets reduces the scatter, but it leaves the common shift of 0.1 µm in place.

**When the film under the metal is different**

Alloying or doping can change the film beneath the contact. Let its sheet resistance there be R_sk. The flow equation has the same form, but the transfer length is now

L_k = √(ρ_c/R_sk),

and a long contact has R_c = R_sk L_k/W. The fit still divides by the sheet resistance of the gap, so it reads

L_app = R_c W/R_sh + δ/2 = L_k R_sk/R_sh + δ/2.

The gap error still adds δ/2 to the length and R_sh δ/(2W) to the contact resistance, since the inserted strip lies in the gap. But the intercept no longer gives the transfer length, even when δ = 0.

Suppose that R_sk is 150 ohm per square while ρ_c and R_sh are unchanged. The true transfer length is √(300/150) = 1.41 µm. The fit reads 1.41 × 150/300 + 0.1 = 0.81 µm. The reading is now too short, although the gap error still pushes it upward. Correcting the gaps would move it to 0.71 µm, farther from the true transfer length, because the larger error has the opposite sign. The contact resistance, in contrast, is corrected properly by using the true gaps.

**The numbers beside a real device**

The example resembles alloyed contacts to the electron channel of an AlGaN/GaN transistor. Sheet resistances of a few hundred ohms per square and contact resistances of a few tenths of an ohm millimetre are rough typical values there. One assumption open to doubt is an unchanged film under the metal; halving its sheet resistance moves the length reading from 1.10 to 0.81 µm, as just shown. Another is uniform flow across the width. If the film extends sideways beyond the contacts, current spreads into it, and the slope gives too low a sheet resistance.

Other effects can be sized with rough inputs. If the metal has 0.05 ohm per square and its current is collected evenly across the width, 25 µm from the edge, it adds about 0.05 × 25/100 = 0.0125 ohm per contact, some 4 % of the gap-induced rise. A needle with a small contact area crowds the current in the metal and can double this figure or more if it also senses the voltage. A test current of 1 mA produces a channel field of 30 V/cm, far below the thousands of volts per centimetre at which departures from ohmic transport become a concern.

At the longest gap, this current dissipates (1 mA)² × 66.6 ohm = 66.6 µW. To estimate the warming, replace the drawn gap area by a disc of equal area on a thick substrate of thermal conductivity κ = 100 W/(m K). The disc radius is a = √(20 × 100/π) ≈ 25 µm, and the temperature rise of an isothermal disc, P/(4κa), is about 0.007 K. Self-heating is negligible here.

The temperature of use matters more. If the sheet resistance grows as the square of the absolute temperature, a rough law for a channel of fixed carrier density, then heating from 300 K to 423 K raises it to about 600 ohm per square. The same gap error then adds about 0.6 ohm per contact. The length shift remains 0.1 µm, because the geometry has not changed.

The excess 0.3 ohm is real film resistance that has been assigned to the wrong place. This matters when the result is used to predict a transistor's source resistance. Let the drawn distance from source metal to gate be d_s, and suppose that the source edge recedes by δ/2 while the gate edge stays in place. The resistance up to the gate is

R_c + R_sh(d_s + δ/2)/W = R_app + R_sh d_s/W.

Under these conditions, the apparent contact resistance with the drawn distance gives the right total, as does the true contact resistance with the true distance. Combining the apparent resistance with the true distance counts the extra strip twice.
